# Averaging total and free energy to remove quadratic Fermi-Dirac smearing error

## 1. What the answer must look like

A metal calculation with occupations smeared over an energy width $\sigma$ gives a free energy $F(\sigma)$. We want the energy $E_0$ at zero width. Let $D$ be the density of states at the Fermi level, in states per energy.

At small $\sigma$ only electrons near the Fermi level are affected. The correction $F-E_0$ is an energy, and it must grow in proportion to the size of the system, as $D$ does. This excludes products such as $D^2\sigma^3$. The simplest combination left is $D\sigma^2$. The next candidate, $D'\sigma^3$, is odd in $\sigma$. It is absent because the smearing function is symmetric about the chemical potential. Hence

$$F=E_0-aD\sigma^2+O(\sigma^4),$$

with a pure number $a$. Sections 3 to 5 confirm this form and give $a=\pi^2/6$.

The total energy without the entropy term is $E=F+\sigma S$. If $S=-dF/d\sigma$, then $S=2aD\sigma$ to leading order, and

$$E=E_0+aD\sigma^2+O(\sigma^4).$$

The two errors are equal and opposite, so the mean of $E$ and $F$ has no quadratic error. The cancellation needs the relation between $S$ and $F$, but not the value of $a$.

## 2. Setting and the entropy relation

The nuclei and the electron number $N$ are held fixed. First take fixed bands, with spin-orbital energies $\varepsilon_i$ and occupations $f_i$. Define

$$E=\sum_i f_i\varepsilon_i,\qquad S=-\sum_i\left[f_i\ln f_i+(1-f_i)\ln(1-f_i)\right],\qquad F=E-\sigma S.$$

$S$ is dimensionless, and $\sigma$ plays the part of $k_BT$. It is a numerical parameter and need not match the temperature of the material.

Make $F$ stationary in each $f_i$, with a multiplier $\mu$ for $\sum_i f_i=N$:

$$\frac{\partial F}{\partial f_i}=\varepsilon_i+\sigma\ln\frac{f_i}{1-f_i}=\mu
\quad\Rightarrow\quad f_i=\frac{1}{e^{(\varepsilon_i-\mu)/\sigma}+1}.$$

Now change $\sigma$ at fixed $N$. $F$ changes explicitly through $-\sigma S$ and implicitly through the occupations:

$$\frac{dF}{d\sigma}=-S+\sum_i\frac{\partial F}{\partial f_i}\frac{df_i}{d\sigma}
=-S+\mu\frac{dN}{d\sigma}=-S.$$

The average is therefore fixed by $F$ alone:

$$A\equiv\frac{E+F}{2}=F+\frac{\sigma S}{2}=F-\frac{\sigma}{2}\frac{dF}{d\sigma}.$$

A term $c_n\sigma^n$ in $F$ becomes $(1-n)c_n\sigma^n$ in $E$ and $(1-n/2)c_n\sigma^n$ in $A$. Among the powers, $n=2$ alone is removed. A linear term is halved, a quartic term changes sign, and a sixth-order term is multiplied by $-2$.

## 3. The grand potential at small width

To find the coefficients, work first at fixed $\mu$ with $\Omega=F-\mu N$. From the Fermi function, $\ln f=\ln(1-f)-(\varepsilon-\mu)/\sigma$, so

$$f\ln f+(1-f)\ln(1-f)=\ln(1-f)-f\,\frac{\varepsilon-\mu}{\sigma}.$$

One state contributes $f(\varepsilon-\mu)$ plus $\sigma$ times this expression. The terms in $f(\varepsilon-\mu)$ cancel, leaving $\sigma\ln(1-f)$. Thus

$$\Omega=-\sigma\int D(\varepsilon)\ln\left(1+e^{(\mu-\varepsilon)/\sigma}\right)d\varepsilon.$$

$D$ counts both spins. Define the integrated functions

$$\mathcal N(\varepsilon)=\int_{-\infty}^{\varepsilon}D\,d\varepsilon',\qquad
M(\varepsilon)=\int_{-\infty}^{\varepsilon}\mathcal N\,d\varepsilon'.$$

The derivative of $-\sigma\ln(1+e^{(\mu-\varepsilon)/\sigma})$ with respect to $\varepsilon$ is $f$. Two integrations by parts give

$$\Omega=-\int\mathcal N f\,d\varepsilon=-\int M(\varepsilon)\left(-\frac{\partial f}{\partial\varepsilon}\right)d\varepsilon.$$

The boundary terms vanish because $\mathcal N$ and $M$ are zero below the bands, while the logarithm and $f$ decay exponentially at high energy.

The weight $-\partial f/\partial\varepsilon$ is even in $x=\varepsilon-\mu$, has unit area and is a few $\sigma$ wide. If $D$ is smooth over this window, expand

$$M(\mu+x)=M+\mathcal N x+\frac{D x^2}{2}+\frac{D'x^3}{6}+\frac{D''x^4}{24}+\dots$$

Odd powers integrate to zero. For even $n\ge2$, put $y=x/\sigma$ and expand the weight in powers of $e^{-y}$:

$$\langle y^n\rangle=2\int_0^\infty\frac{y^ne^{-y}}{(1+e^{-y})^2}dy
=2\sum_{m=1}^\infty(-1)^{m+1}m\,\frac{n!}{m^{n+1}}
=2\,n!\sum_{m=1}^\infty\frac{(-1)^{m+1}}{m^n}.$$

The alternating sum is $(1-2^{1-n})\zeta(n)$, since changing the sign of the even terms subtracts them twice. With $\zeta(2)=\pi^2/6$ and $\zeta(4)=\pi^4/90$,

$$\langle x^2\rangle=\frac{\pi^2}{3}\sigma^2,\qquad \langle x^4\rangle=\frac{7\pi^4}{15}\sigma^4.$$

At zero width $\Omega_0(\mu)=-M(\mu)$. Therefore

$$\Omega(\mu,\sigma)=\Omega_0(\mu)-\frac{\pi^2}{6}\sigma^2D(\mu)-\frac{7\pi^4}{360}\sigma^4D''(\mu)+O(\sigma^6).$$

## 4. Back to fixed electron number

The chemical potential moves with $\sigma$. Write $\mu=\mu_0+\delta$, where $\mu_0$ is the Fermi level at zero width, and evaluate $D,D',D''$ at $\mu_0$. We have $\Omega_0(\mu_0)+\mu_0N=E_0$, $\Omega_0'(\mu_0)=-N$ and $\Omega_0''(\mu_0)=-D$. So $F=\Omega+\mu N$ is

$$F=E_0-\frac{D\delta^2}{2}-\frac{\pi^2\sigma^2}{6}(D+D'\delta)-\frac{7\pi^4}{360}\sigma^4D''+\dots$$

The condition $\partial\Omega/\partial\mu=-N$ makes this expression stationary in $\delta$:

$$-D\delta-\frac{\pi^2\sigma^2}{6}D'=0\quad\Rightarrow\quad\delta=-\frac{\pi^2\sigma^2D'}{6D}.$$

Since $\delta\propto\sigma^2$, the omitted terms in $\delta^3$, $\sigma^2\delta^2$ and $\sigma^4\delta$ are all of order $\sigma^6$. The terms containing $\delta$ add up to

$$-\frac{\pi^4\sigma^4D'^2}{72D}+\frac{\pi^4\sigma^4D'^2}{36D}=+\frac{\pi^4\sigma^4D'^2}{72D}.$$

The shift of the chemical potential thus leaves the quadratic term alone. Collecting terms,

$$F=E_0-\frac{\pi^2}{6}D\sigma^2+c_4\sigma^4+O(\sigma^6),\qquad
c_4=\frac{\pi^4D'^2}{72D}-\frac{7\pi^4D''}{360},$$

and the power rule of Section 2 gives

$$E=E_0+\frac{\pi^2}{6}D\sigma^2-3c_4\sigma^4+O(\sigma^6),\qquad
\boxed{A=E_0-c_4\sigma^4+O(\sigma^6).}$$

Physically, about $D\sigma$ electrons are raised by about $\sigma$, which increases $E$. The entropy term $\sigma S=\pi^2D\sigma^2/3$ is twice this increase, so $F$ falls by as much as $E$ rises.

**Free electrons in three dimensions.** Here $D\propto\sqrt\varepsilon$, with energy measured from the band bottom. Then $D'=D/(2\mu_0)$ and $D''=-D/(4\mu_0^2)$, so

$$c_4=\frac{\pi^4D}{\mu_0^2}\left(\frac1{288}+\frac7{1440}\right)=\frac{\pi^4D}{120\,\mu_0^2}.$$

The leading error of $A$ divided by that of $F$ is $\pi^2\sigma^2/(20\mu_0^2)$, which is small when $\sigma\ll\mu_0$.

**A gap.** Suppose $\mu$ lies at a fixed distance $\Delta$ from both band edges. There is no quadratic term, and the leading error of $F$ has the form $\Delta F=-C\sigma^pe^{-\Delta/\sigma}$. Then $\sigma\,d(\Delta F)/d\sigma=(p+\Delta/\sigma)\Delta F$, and the error of $A$ is

$$\left(1-\frac p2-\frac{\Delta}{2\sigma}\right)\Delta F.$$

For $\Delta\gg\sigma$ this is larger in size than the error of $F$, though still exponentially small. Averaging is a remedy for metals with a finite, smooth $D$ at the Fermi level. In a semimetal with $D\propto|\varepsilon-\mu|$ the error of $F$ is cubic in $\sigma$, and by the power rule $A$ keeps $-1/2$ of it.

## 5. Self-consistent bands

In a mean-field calculation the bands depend on the density. Assume a variational functional: its energy is stationary in the orbitals, and $\partial E/\partial f_i=\varepsilon_i$. The argument of Section 2 then still gives $dF/d\sigma=-S$.

At width $\sigma$ the entropy is that of the current bands, $S=\pi^2D_\sigma\sigma/3+O(\sigma^3)$. The source that drives the density change is of order $\sigma^2$. If the state is stable, so that its response is finite, $D_\sigma=D+O(\sigma^2)$, where $D$ belongs to the bands at $\sigma=0$. Integrating $-S$ from zero width,

$$F=E_0-\frac{\pi^2}{6}D\sigma^2+O(\sigma^4).$$

The quadratic cancellation survives. Self-consistency changes $c_4$, so the fixed-band formula for $c_4$ no longer applies.

This was tested on two bands with densities $1.5\sqrt{\varepsilon-b_i}$ holding 1.5 electrons, in the model's own energy unit. The first bottom is at zero and the second at $0.4+2(n_2-0.3)$, where $n_2$ is the second band's population. The extracted quadratic coefficient of $F$ is $-4.348$, equal to $-\pi^2D/6$ to the digits shown. Between widths 0.015 and 0.03 the error of $A$ grows as $\sigma^{4.02}$. The population does respond, by $2.1\times10^{-4}$ at width 0.03.

## 6. Example: an adsorbate on a metal slab

Adsorption energies enter models of deposition and etching. Consider a four-layer square-lattice slab with one orbital and one electron per atom. Its in-plane energy is $e(\mathbf k)=-2t(\cos k_x+\cos k_y)$, with wave numbers in inverse lattice constants; neighbouring layers are coupled by $-t$, with $t=1$ eV. In the covered slab each surface atom, on both faces, binds one adsorbate of level $\varepsilon_a=-0.3$ eV with coupling $-V$, $V=2$ eV. The free adsorbate has one electron and energy $\varepsilon_a$. Per adsorbate,

$$E_{\rm ads}=\tfrac12\left[E_{\rm covered}-E_{\rm clean}-2\varepsilon_a\right].$$

At zero width this is $\tfrac12[-13.6610+7.6778+0.6]=-2.692$ eV.

The densities of states are 1.138 per eV and cell for the clean slab and 0.710 for the covered one. The limit of large $V$ gives a change in the same direction: each adsorbate and its surface atom then form bonding and antibonding states far from the Fermi level, and two inner layers remain to carry the metallic states. Because $D$ changes, the smearing errors of the two slabs do not cancel. The leading error of $E_{\rm ads}$ from $F$ is

$$-\frac{\pi^2}{12}(0.710-1.138)\,\sigma^2=0.352\,\sigma^2\quad(\text{eV, with }\sigma\text{ in eV}).$$

At $\sigma=0.1$ eV this predicts 3.5 meV. The computed errors, relative to the zero-width value, are:

| $\sigma$ (eV) | from $E$ (meV) | from $F$ (meV) | from $A$ (meV) |
|---|---:|---:|---:|
| 0.05 | −0.88 | 0.88 | −0.001 |
| 0.10 | −3.49 | 3.53 | 0.015 |
| 0.20 | −8.7 | 13.0 | 2.1 |

At 0.2 eV the average is still the best of the three, but its error is far above the quartic estimate. The formula gives $-c_4=1.165$ and $0.923$ eV$^{-3}$ per cell for the clean and covered slabs. The quartic error of $E_{\rm ads}$ is therefore $\tfrac12(0.923-1.165)\sigma^4=-0.121\,\sigma^4$, or $-0.012$ meV at 0.1 eV and $-0.19$ meV at 0.2 eV. The computed values are positive at both widths, so contributions not described by the $\sigma^4$ term already outweigh the quartic difference at 0.1 eV.

A likely source, not isolated here, is the structure of the slab bands. Each band depends on $\mathbf k$ through $e(\mathbf k)$, so its density of states has steps at $e=\pm4t$ and a logarithmic peak at $e=0$. The nearest such energy lies 0.62 eV from the Fermi level in the clean slab and 0.66 eV in the covered one. At $\sigma=0.2$ eV this is about three widths, and $D$ is no longer smooth across the window. The two features differ in kind. In the clean slab it is a logarithmic peak inside the partly filled bands. In the covered slab it is the lower edge of the two empty antibonding bands, which the clean slab lacks. The thermal tail into such an edge is not a power of $\sigma$: it has the form of the gap error in Section 4 with $p=2$, negative in $F$ and positive in $A$, which is the sign of the computed errors.

To see what the errors mean for a process, take a desorption rate proportional to $\exp(E_{\rm ads}/k_BT)$ at 500 K, where $k_BT=43.1$ meV, with the prefactor fixed and no extra barrier. At $\sigma=0.2$ eV the error from $F$ multiplies the rate by $e^{13.0/43.1}=1.35$. The factors from $E$ and $A$ are 0.82 and 1.05.

## 7. The free-atom reference

The example gives the free adsorbate an integer occupation. Suppose its spin-degenerate level is smeared instead. One electron in two equal spin states gives $f=1/2$ for each, so $S=2\ln2$ at any $\sigma>0$. Then $E=\varepsilon_a$, $F=\varepsilon_a-2\sigma\ln2$ and

$$A=\varepsilon_a-\sigma\ln2.$$

The error is linear, and averaging halves it without removing it. At $\sigma=0.1$ eV it is $-69$ meV, about twenty times the slab error from $F$. A discrete open shell has no smooth density of states, so the metal result does not apply to it.

## 8. Forces and relaxed structures

For a nuclear coordinate $R$, the stationarity of $F$ means that forces computed from the smeared occupations are $-dF/dR$, provided the basis adds no further terms. The force belonging to $A=F+\sigma S/2$ is

$$-\frac{dA}{dR}=-\frac{dF}{dR}-\frac{\sigma}{2}\frac{dS}{dR}.$$

The last term is of order $\sigma^2$ whenever $D$ depends on $R$. In the example, let $V$ decay with bond length as $e^{-d/\lambda}$, $\lambda=0.1$ nm. At $\sigma=0.1$ eV the band force on one adsorbate is $-35.280$ eV/nm from $F$, $-35.311$ from $A$ and $-35.305$ at zero width. The minus sign means attraction to the surface; core repulsion, which would balance it, is not in the model.

Relaxation with the usual forces finds the minimum of $F$. If the zero-width minimum has positive stiffness, the structure is displaced by $O(\sigma^2)$. Since $E_0$ is flat at its own minimum, this costs $O(\sigma^4)$ in energy. Evaluating $A$ at the structure relaxed on $F$ therefore keeps the quartic accuracy.

## 9. Limits of the example and the real case

**Mesh.** The result assumes a converged $\mathbf k$ mesh. On a $12\times12$ mesh shifted by half a step from $\mathbf k=0$, the in-plane energies of neighbouring mesh points differ by up to about $2t(2\pi/12)\approx1$ eV, much more than $\sigma$. The error of $E_{\rm ads}$ from $A$ is then 9.3 meV at $\sigma=0.05$ eV and 5.5 meV at 0.2 eV. Here the smaller width is worse, and averaging does not repair it. The size of the error also depends on where the mesh points are placed.

**Charge response.** Let each site energy shift by 2 eV times the excess of its population over one. The adsorption energy becomes $-2.687$ eV, taken from $A$ at 0.05 eV. Relative to that value, the changes at 0.2 eV are 13.2 meV from $F$ and 2.0 meV from $A$, close to the fixed-band errors.

**Physical temperature.** Thermal excitation of the electrons in the two slabs at 500 K changes the adsorption free energy by 0.65 meV in this model. That is a physical contribution, absent from the zero-width energy that $A$ estimates. If it is wanted, it must be added. The free adsorbate makes a larger one: its single unpaired electron has two spin states and hence an entropy $\ln2$, half the mean-field value of Section 7, because the electron number of a real isolated atom does not fluctuate. This lowers the free energy of the atom by $k_BT\ln2=29.9$ meV and raises the adsorption free energy by the same amount. It is not contained in the energies above and must be added separately. Both are electronic terms only. The motion of the nuclei is left out, and the translational entropy of a free gas atom alone amounts to several tenths of an eV at this temperature and ambient pressure.

**Comparison with copper.** A free-electron band with one electron per atom and copper's Fermi energy of about 7 eV has $3/(2\times7)\approx0.21$ states per eV and atom. The model's 0.285 is of similar size, but its square-layer stacking is not copper's crystal structure. The value of $-2.7$ eV describes no particular species. Real copper also has a filled d band. With ten states per atom spread over 3 eV and an upper edge 1.5 eV below the Fermi level, all rough values, its thermal tail at $\sigma=0.2$ eV lowers $F$ by about $D_d\sigma^2e^{-\Delta/\sigma}=0.3$ meV per cell, where $D_d$ is the d-band density of states of the four atoms and $\Delta=1.5$ eV. This has the form of the gap error in Section 4 with $p=2$, so the error of $A$ is $\Delta/(2\sigma)\approx4$ times as large, about 1 meV per cell, and of opposite sign. These numbers size the d band's smearing error and not its part in bonding, which is left out and could change $E_{\rm ads}$ by far more. Exchange and correlation beyond the mean field and surface relaxation are also absent. In metals whose d bands cross the Fermi level, $D$ may vary over a shorter energy range, and the usable $\sigma$ is then smaller.

For a given surface, the conditions can be examined by computing $A$ at two widths on a mesh converged for the smaller one. A change much smaller than that of $F$ supports the quadratic cancellation; a comparable or larger change is a warning. Possible causes are an unconverged mesh, a nearby band singularity, a gap or the edge of a filled band within several $\sigma$ of the Fermi level, and a discrete open shell. The numerical output below lists the values used here.

## Computed values

```
Two-band test model (its own energy unit)
stiffness 0: F coeff -4.4157, formula -4.4157, order of A error 4.01
  A quartic coeff -3.6366, formula -3.6372
stiffness 2: F coeff -4.3482, formula -4.3482, order of A error 4.02
  charge response at width 0.03: 2.06e-04
Slab model
hopping 1.0 eV, layers 4, level -0.3 eV, coupling 2.0 eV
clean: Fermi level 0.0000 eV, E0 -7.677848 eV/cell
  D 1.1381 /eV/cell, D'' 0.6151 /eV^3/cell
  F coeff -1.8720, formula -1.8721 /eV
  A coeff 1.1497, formula 1.1650 /eV^3
  nearest band singularity 0.618 eV away
covered: Fermi level -0.0600 eV, E0 -13.660985 eV/cell
  D 0.7104 /eV/cell, D'' 0.4876 /eV^3/cell
  F coeff -1.1685, formula -1.1686 /eV
  A coeff 0.9059, formula 0.9231 /eV^3
  nearest band singularity 0.664 eV away
clean D per atom 0.285 /eV
covered, 0.1 eV: S 0.23991, -dF/dsigma 0.23992
adsorption energy at zero width -2.69157 eV
errors of adsorption energy in meV from E, F, A
  width 0.05 eV (580 K): -0.882, 0.880, -0.001
  width 0.1 eV (1160 K): -3.494, 3.525, 0.015
  width 0.2 eV (2321 K): -8.725, 12.998, 2.137
desorption rate factor exp(error/kT), 0.2 eV, 500 K:
  E, F, A: 0.817, 1.352, 1.051
smeared free atom, 0.1 eV: A error -69.31 meV
band force, 0.1 eV, decay 0.1 nm, in eV/nm:
  from occupations -35.2795, from F -35.2795
  from A -35.3107, zero width -35.3054
self-consistent, stiffness 2.0 eV: adsorption -2.68704 eV (A, 0.05 eV)
  adsorbate population 1.0396
  width 0.1 eV: F, A change 3.529, 0.006 meV
  width 0.2 eV: F, A change 13.152, 2.024 meV
12x12 mesh, width 0.05 eV: A error 9.342 meV
12x12 mesh, width 0.2 eV: A error 5.544 meV
true electron temperature 500 K (kT 0.0431 eV): 0.654 meV
rough d band 1.5 eV down, 3.0 eV wide, width 0.2 eV: 0.295 meV/cell
```
